# Linear interpolation of a turning O2 molecule and its pair-distance repair

## Problem

One way to search for a migration saddle starts from two relaxed end states and a guessed chain of images between them. Consider an O$_2$ molecule whose centre stays fixed while its bond direction turns by an angle $\theta$, with $0\le\theta<180^\circ$. The bond length is $d$ in both end states, and the atoms carry fixed labels A and B. Images are labelled by a fraction $s$ from 0 to 1.

(a) Every Cartesian coordinate is interpolated linearly in $s$. Find the bond length and bond direction of each image, and the bond length halfway.

(b) Estimate the energy cost of the midpoint for small $\theta$. Compare it with computed energies of the free molecule for turns of $30^\circ$, $60^\circ$ and $90^\circ$.

(c) Repair the images by interpolating the pair distance instead, and minimising

$$
S=\sum_{\text{pairs}}\frac{(\rho-t)^2}{\rho^4},
$$

where $\rho$ is the actual distance of a pair and $t(s)=(1-s)\,t_0+s\,t_1$ is the interpolated one. Show where downhill steps from the linear image lead.

(d) What happens at $\theta=180^\circ$, and what can be gained from the fact that the two atoms are identical?

(e) The molecule sits in a void surrounded by host atoms, whose distances also enter $S$. How well is the bond restored?

For the numbers, use free triplet O$_2$ with the PBE functional in the def2-SVP basis. This gives $d=1.2136$ Å and a bond force constant $k=76.4$ eV/Å$^2$. These values are not converged in the basis: def2-TZVP gives $d=1.219$ Å and $k=71$ eV/Å$^2$. The main case is a turn of $60^\circ$.

## Solution

### (a) The linear path

Let $\mathbf c$ be the centre and $\mathbf u_0$, $\mathbf u_1$ the unit vectors from B to A in the end states, so that $\mathbf u_0\cdot\mathbf u_1=\cos\theta$. The end positions are

$$
\mathbf R_A=\mathbf c+\tfrac d2\mathbf u,\qquad
\mathbf R_B=\mathbf c-\tfrac d2\mathbf u ,
$$

with $\mathbf u=\mathbf u_0$ or $\mathbf u_1$. Interpolating both atoms and subtracting gives the bond vector

$$
\mathbf b(s)=\mathbf R_A(s)-\mathbf R_B(s)=d\,[(1-s)\mathbf u_0+s\,\mathbf u_1].
$$

The centre has cancelled. The same bond vector is therefore found when the molecule also moves from one site to another while it turns.

To read off length and direction together, use the bisector of the two bond directions and the direction perpendicular to it. Since $|\mathbf u_0+\mathbf u_1|^2=2+2\cos\theta=4\cos^2(\theta/2)$ and $|\mathbf u_1-\mathbf u_0|^2=2-2\cos\theta=4\sin^2(\theta/2)$, the vectors

$$
\mathbf e=\frac{\mathbf u_0+\mathbf u_1}{2\cos(\theta/2)},\qquad
\mathbf f=\frac{\mathbf u_1-\mathbf u_0}{2\sin(\theta/2)}
$$

have unit length for $0<\theta<180^\circ$. They are perpendicular because $(\mathbf u_0+\mathbf u_1)\cdot(\mathbf u_1-\mathbf u_0)=1-1=0$. Solving for the end directions,

$$
\mathbf u_0=\cos\tfrac\theta2\,\mathbf e-\sin\tfrac\theta2\,\mathbf f,\qquad
\mathbf u_1=\cos\tfrac\theta2\,\mathbf e+\sin\tfrac\theta2\,\mathbf f .
$$

In $\mathbf b(s)$ the coefficient of $\mathbf e$ is multiplied by $(1-s)+s=1$, and that of $\mathbf f$ by $-(1-s)+s=2s-1$. Hence

$$
\mathbf b(s)=d\left[\cos\tfrac\theta2\,\mathbf e+(2s-1)\sin\tfrac\theta2\,\mathbf f\right],
$$

$$
\rho(s)=|\mathbf b(s)|=d\sqrt{\cos^2\tfrac\theta2+(2s-1)^2\sin^2\tfrac\theta2}.
$$

The second term under the root vanishes at $s=\tfrac12$, where the bond is shortest:

$$
\boxed{\rho(\tfrac12)=d\cos\tfrac\theta2 .}
$$

Each atom ought to travel on an arc of radius $d/2$, but linear interpolation sends it along the chord. The midpoint of the chord lies closer to the centre by the factor $\cos(\theta/2)$. At $\theta=0$ the bond is unchanged, as it must be.

The bond makes an angle $\beta$ with $\mathbf e$, where $\tan\beta=(2s-1)\tan(\theta/2)$. It starts at $\beta=-\theta/2$, so the angle turned since the start is

$$
\varphi(s)=\frac\theta2+\arctan\!\left[(2s-1)\tan\frac\theta2\right].
$$

For the $60^\circ$ turn, the midpoint bond is $1.2136\times0.8660=1.0510$ Å (1.9861 bohr), shorter than $d$ by 0.1626 Å. At $s=\tfrac14$,

$$
\rho=1.2136\sqrt{0.75+0.25\times0.25}=1.0939\ \text{Å},\qquad
\varphi=30^\circ-16.10^\circ=13.90^\circ .
$$

The first quarter of the path thus turns the bond by $13.9^\circ$ and the second by $16.1^\circ$. Equal steps in $s$ are not equal steps in angle.

### (b) The energy cost

Near its minimum, the energy of the free molecule is $E(\rho)\approx E(d)+\tfrac12k(\rho-d)^2$. At the midpoint $d-\rho=d[1-\cos(\theta/2)]$. For small angles, with $\theta$ in radians, $1-\cos(\theta/2)\approx\tfrac12(\theta/2)^2=\theta^2/8$. Therefore

$$
\Delta E\approx\frac k2\left(\frac{d\,\theta^2}{8}\right)^2=\frac{k\,d^2\theta^4}{128}.
$$

The fourth power has two sources: the shortening is quadratic in the angle, and the energy is quadratic in the shortening. For $60^\circ$, $\theta=\pi/3$ and

$$
\Delta E\approx\frac{76.4\times1.2136^2\times(\pi/3)^4}{128}\ \text{eV}=1.06\ \text{eV}.
$$

The energies computed at the shortened bond lengths are:

| Turn | Midpoint bond (Å) | Estimate (eV) | PBE (eV) |
|---|---|---|---|
| $30^\circ$ | 1.172 | 0.066 | 0.073 |
| $60^\circ$ | 1.051 | 1.06 | 1.56 |
| $90^\circ$ | 0.858 | 5.3 | 13.2 |

The estimate is good at $30^\circ$ and too low by about a third of the PBE value at $60^\circ$. The small-angle form of the cosine is not to blame. With the actual shortening, the harmonic energy is $\tfrac12\times76.4\times0.1626^2=1.01$ eV, which is lower still. The missing energy comes from the terms beyond the quadratic one: a compressed bond repels more steeply than a harmonic spring.

The level of theory matters too. Unrestricted Hartree–Fock (UHF) in the same basis has a shorter and stiffer bond, and gives 2.17 eV for the $60^\circ$ turn, measured from its own bond length. Changing the basis to def2-TZVP at these same two UHF geometries gives 2.13 eV. Measured from the def2-TZVP bond length instead, the UHF value is 1.99 eV. For PBE, def2-TZVP with its own bond length gives 0.068, 1.43 and 12.0 eV for the three turns. At $60^\circ$ the basis thus shifts the result by 0.1 to 0.2 eV and the method by about 0.6 eV. Neither difference is an error bound for the PBE value.

The whole cost is an artefact. A free molecule has the same energy in every orientation, so the true path for this turn is flat.

### (c) The repair

For the isolated molecule there is one pair, and its distance is $d$ in both end states. The interpolated distance is therefore $t(s)=(1-s)d+s\,d=d$ for every image, and

$$
S(\rho)=(\rho-d)^2\rho^{-4}.
$$

Differentiate the product and take out the common factor:

$$
\frac{dS}{d\rho}=\frac{2(\rho-d)}{\rho^4}-\frac{4(\rho-d)^2}{\rho^5}
=\frac{2(\rho-d)}{\rho^5}\,[\rho-2(\rho-d)]
=\frac{2(\rho-d)(2d-\rho)}{\rho^5}.
$$

The slope is negative for $0<\rho<d$, positive for $d<\rho<2d$, and negative again beyond $2d$. So $S$ has its minimum at $\rho=d$ and a maximum at $\rho=2d$. Part (a) showed that the linear images have $0<\rho\le d$ when $\theta<180^\circ$. They lie on the correct side of the maximum, and small downhill steps lengthen the bond until $\rho=d$.

The steps must be small for a reason. Beyond $2d$ the misfit falls towards zero as $1/\rho^2$, so a step that overshoots this distance leaves the molecule drifting apart.

It remains to find what happens to the centre and the direction. Since $\rho=|\mathbf R_A-\mathbf R_B|$, the gradients on the two atoms are

$$
\nabla_A S=\frac{dS}{d\rho}\,\frac{\mathbf b}{\rho},\qquad
\nabla_B S=-\frac{dS}{d\rho}\,\frac{\mathbf b}{\rho}.
$$

They are equal and opposite, so the centre does not move. They lie along the bond, so its direction does not change. The repaired image can then be written down without any minimisation:

$$
\mathbf R_{A,B}(s)=\mathbf c\pm\frac d2\,\frac{\mathbf b(s)}{|\mathbf b(s)|}.
$$

At the midpoint of the $60^\circ$ turn, each atom moves outward from 0.5255 Å to 0.6068 Å from the centre, and the bond returns to 1.2136 Å. The UHF energies of this rotated molecule and of the starting one agree to the six decimals printed in eV.

The repaired images keep the angles $\varphi(s)$ of part (a), and with them the uneven spacing. If even spacing is wanted, the angle can be set directly to $\varphi=s\theta$ at fixed $d$. In a chain-of-images calculation, spring forces along the path can do the same work.

### (d) The half turn and the exchange of labels

As $\theta\to180^\circ$, the midpoint bond $d\cos(\theta/2)$ goes to zero. At $180^\circ$ the atoms of the midpoint image coincide, $\mathbf b=0$, and $\mathbf b/|\mathbf b|$ is undefined. The repair fails there because it has no direction in which to push the atoms apart. The other images do not help: those before the midpoint are restored to the starting orientation and those after it to the final one, so the chain jumps instead of turning. An intermediate orientation must be supplied by hand, which also decides the plane in which the molecule turns.

The two oxygen atoms are identical, so exchanging A and B in the final state leaves the physical end state unchanged. It replaces $\mathbf u_1$ by $-\mathbf u_1$. Because $\mathbf u_0\cdot(-\mathbf u_1)=-\cos\theta=\cos(180^\circ-\theta)$, the turn is now $180^\circ-\theta$, in the opposite sense. The midpoint bond becomes

$$
d\cos\!\left(90^\circ-\tfrac\theta2\right)=d\sin\tfrac\theta2 .
$$

The better labelling gives the larger of $d\cos(\theta/2)$ and $d\sin(\theta/2)$. The two are equal at $\theta=90^\circ$, which is the worst case, with a factor $\cos45^\circ=0.7071$. For a turn of $120^\circ$, the midpoint bond is 0.6068 Å with the labels kept and 1.0510 Å with them exchanged.

The exchange does more than tidy the numbers. The molecule now passes through other orientations on its way, and in a host these may have a different barrier. If the longer turn is the one of interest, it should be kept and divided by intermediate orientations. With $n$ equal parts the smallest bond factor is $\cos(\theta/2n)$, which approaches 1 as $n$ grows.

### (e) Host atoms in the pair sum

Now $S$ also contains the distances from each oxygen atom to the host atoms. Take a host atom at distance $D$ from the centre in the direction $\mathbf n$. To first order in $d/D$, its distances to A and B are $D\mp\tfrac d2\,\mathbf u\cdot\mathbf n$. The average over the two end states, which is the target at $s=\tfrac12$, is

$$
D\mp\frac d2\,\frac{\mathbf u_0+\mathbf u_1}{2}\cdot\mathbf n
=D\mp\frac{\rho_L}{2}\,\mathbf e\cdot\mathbf n,\qquad \rho_L=d\cos\tfrac\theta2 .
$$

To this order, these are the distances of the linear image with its shortened bond. The host pairs ask for $\rho_L$ while the O–O pair asks for $d$, and both cannot be satisfied.

The compromise can be estimated for six host atoms at equal distance $D$ along $\pm x$, $\pm y$ and $\pm z$. Put the molecule along $\mathbf e$ with bond length $\rho$. Each host pair then misses its target by $\tfrac12(\rho-\rho_L)\,\mathbf e\cdot\mathbf n$ in magnitude. The sum of $(\mathbf e\cdot\mathbf n)^2$ over the six directions is $2(e_x^2+e_y^2+e_z^2)=2$, and there are two oxygen atoms. The squared misses therefore add up to $2\times\tfrac14\times2\,(\rho-\rho_L)^2=(\rho-\rho_L)^2$. With weights $w_b$ for the bond and $w_h$ for the host pairs, treated as constants near the minimum,

$$
S\approx w_b(\rho-d)^2+w_h(\rho-\rho_L)^2 .
$$

Setting the derivative to zero gives $w_b(\rho-d)+w_h(\rho-\rho_L)=0$. Writing $\rho-\rho_L=(\rho-d)+(d-\rho_L)$ then yields

$$
\rho-d=-\frac{w_h}{w_b+w_h}\,(d-\rho_L).
$$

With equal weights, half of the shortening survives: $-0.1626/2=-0.081$ Å. With weights $1/d^4$ and $1/D^4$, the ratio $w_h/w_b=(d/D)^4$ is small.

Small downhill steps from the linear image were followed to the nearby local minimum of $S$ for six fixed sites at unequal distances between 3.4 and 3.7 Å, with mean 3.57 Å. For this mean, $(1.2136/3.57)^4=0.013$, and the estimate is $-0.002$ Å. The minimisation gives $-0.0022$ Å with the inverse-fourth-power weights and $-0.077$ Å with equal weights, so the simple formula gives the right size in both cases. The exact values also depend on how the molecule is oriented in the void. The harmonic energy of the error left by equal weights is $\tfrac12\times76.4\times0.0775^2=0.23$ eV. The centre also shifts by 0.005 Å with the inverse-fourth-power weights, which is possible because the unequal sites have no inversion symmetry about it.

These numbers belong to six sites only, and a real host puts many more atoms into the sum. In general $w_h$ is replaced by $\tfrac12\sum(\mathbf e\cdot\mathbf n)^2/D^4$ over all host atoms. For a uniform number density $n_h$ between radii $R_1$ and $R_2$, the angular average of $(\mathbf e\cdot\mathbf n)^2$ is $\tfrac13$, and the sum becomes $\tfrac{2\pi n_h}{3}\,(1/R_1-1/R_2)$. With the density of silica, $n_h\approx0.066$ Å$^{-3}$, and $R_1=3.5$ Å, $R_2=10$ Å, this gives $w_h/w_b\approx0.056$ and a bond error near $-0.009$ Å. That is about four times the six-site value, but still small against the shortening of 0.163 Å. With equal weights and $N$ host atoms the ratio is about $N/6$, so nearly all of the shortening survives.

### The case of silicon oxidation

In dry thermal oxidation of silicon, O$_2$ molecules move through voids of the growing silica layer, at temperatures of roughly 1300 K; the estimates below use 1273 K. Their migration barrier is roughly 1 eV. The false PBE cost of 1.4 to 1.6 eV (depending on the basis) for a $60^\circ$ turn is of the same order, so the highest image of an unrelaxed linear path could be mistaken for a plausible barrier. It says nothing about the silica.

A real molecule is not rigid. At 1273 K the harmonic rms vibration of the bond, zero-point motion included, is 0.043 Å, about a quarter of the false shortening. The rotational constant, 0.00018 eV, is far below $k_BT=0.110$ eV, so quantization of free rotation is a minor matter here. The larger omission is the host. Silica is disordered, its atoms relax as the molecule passes, and they exert forces that are absent from this calculation. The six-site void, with its round distances, tests the geometry of the repair and gives no barrier.

The misfit $S$ is not an energy, and the repaired path is not yet a minimum-energy path. It is a starting guess with a sound O–O bond, from which a saddle search with the real forces can begin. The numerical output below lists the main computed values.

## Numbers as computed

```
Free triplet O2, def2-SVP basis unless stated
PBE bond length d: 1.2136 angstrom
PBE force constant k: 76.4 eV/angstrom^2
UHF bond length: 1.1534 angstrom
UHF force constant: 123.5 eV/angstrom^2
Linear midpoint: each method uses its own bond length
turn 30 deg: factor 0.9659, PBE bond 1.1722 angstrom
  energy rise: PBE 0.073 eV, UHF 0.105 eV
  small-angle estimate (PBE k, d): 0.066 eV
turn 60 deg: factor 0.8660, PBE bond 1.0510 angstrom
  energy rise: PBE 1.555 eV, UHF 2.174 eV
  small-angle estimate (PBE k, d): 1.057 eV
turn 90 deg: factor 0.7071, PBE bond 0.8581 angstrom
  energy rise: PBE 13.224 eV, UHF 17.377 eV
  small-angle estimate (PBE k, d): 5.349 eV
60 deg rise, UHF/def2-TZVP at the UHF/def2-SVP geometries: 2.125 eV
Main example: 60 deg turn, PBE bond length
linear midpoint bond: 1.0510 angstrom = 1.9861 bohr
midpoint shortening: 0.1626 angstrom
repaired isolated midpoint bond: 1.2136 angstrom
repaired minus start energy, UHF: 0.000000 eV (magnitude)
s=0.25: linear bond 1.0939 angstrom, repaired angle 13.90 deg
s=0.50: linear bond 1.0510 angstrom, repaired angle 30.00 deg
s=0.75: linear bond 1.0939 angstrom, repaired angle 46.10 deg
one-pair misfit maximum: 2.000 d
120 deg turn, labels kept: 0.6068 angstrom
120 deg turn, labels swapped: 1.0510 angstrom
worst turn after best labelling: 90 deg, factor 0.7071
Model void: six fixed sites; start bond at 20 deg from +x
site distances +x,-x,+y,-y,+z,-z: 3.4, 3.6, 3.7, 3.5, 3.6, 3.6 angstrom
bond error, inverse-fourth weights: -0.00220 angstrom
centre shift, same weights: 0.00538 angstrom
bond error, equal weights: -0.07747 angstrom
harmonic cost of equal-weight error: 0.229 eV
oxidation temperature (rough): 1273 K
thermal energy kT: 0.1097 eV
rms bond vibration, harmonic: 0.0426 angstrom
rotational constant: 0.000177 eV
```
